# Kinetic Local Energy of a Slater–Jastrow Wave Function, Term by Term, part 2

Variational Monte Carlo averages the local energy \((\hat H\Psi)/\Psi\) over \(\Psi^2\). For \(\Psi=e^JD\), with \(D\) a real determinant or product of determinants and each electron's spin fixed, its kinetic part \(K_L\) is, in atomic units (\(\hbar=m=e^2/4\pi\varepsilon_0=1\)),

\[
K_L=-\tfrac12\sum_i\Big[\nabla_i^2J+|\nabla_iJ|^2
+2\nabla_iJ\cdot\nabla_i\ln|D|
+\nabla_i^2\ln|D|+|\nabla_i\ln|D||^2\Big].
\tag{1}
\]

Electrons are labelled \(i,j,k\) and centres \(I\), at \(\mathbf R_I\). With \(\mathbf r_{iI}=\mathbf r_i-\mathbf R_I\), \(\mathbf r_{ij}=\mathbf r_i-\mathbf r_j\) and hats for unit vectors, \(J=J_1+J_2+J_3\), where

\[
J_1=\sum_i\sum_I\chi_I(r_{iI}),\quad
J_2=\sum_{i<j}u_{\sigma_i\sigma_j}(r_{ij}),\quad
J_3=\sum_I\sum_{i<j}f_I(r_{iI},r_{jI},r_{ij}).
\]

The two-body piece gives

\[
\nabla_iJ_2=\sum_{j\neq i}u'(r_{ij})\hat{\mathbf r}_{ij},
\qquad
\nabla_i^2J_2=\sum_{j\neq i}\left(u''+\frac{2u'}{r_{ij}}\right).
\tag{4}
\]

\[
\sum_i|\nabla_iJ_2|^2
=2\sum_{i<j}u'(r_{ij})^2
+\sum_i\sum_{\substack{j\neq i,\;k\neq i\\ j\neq k}}
u'(r_{ij})u'(r_{ik})\,\hat{\mathbf r}_{ij}\cdot\hat{\mathbf r}_{ik}.
\tag{5}
\]

For a pair with separation \(\mathbf r=\mathbf r_1-\mathbf r_2\) and midpoint \(\mathbf C\), the chain rule

\[
\nabla_1=\nabla_{\mathbf r}+\tfrac12\nabla_{\mathbf C},
\qquad
\nabla_2=-\nabla_{\mathbf r}+\tfrac12\nabla_{\mathbf C}
\]

leads to

\[
\nabla_1^2+\nabla_2^2=2\nabla_{\mathbf r}^2+\tfrac12\nabla_{\mathbf C}^2 .
\tag{6}
\]

For \(f\), write \(x=r_{iI}\), \(y=r_{jI}\), \(s=r_{ij}\), \(\hat{\mathbf x}=\hat{\mathbf r}_{iI}\), \(\hat{\mathbf s}=\hat{\mathbf r}_{ij}\); subscripts 1 and 3 denote partial derivatives with respect to \(x\) and \(s\). Then

\[
\nabla_if=f_1\hat{\mathbf x}+f_3\hat{\mathbf s}.
\tag{7}
\]

\[
\nabla_i^2f=f_{11}+\frac{2f_1}{x}
+f_{33}+\frac{2f_3}{s}
+2f_{13}\,\hat{\mathbf x}\cdot\hat{\mathbf s}.
\tag{8}
\]

The gradient and Laplacian of \(J_3\) follow by summing (7) and (8) over \(I\) and \(j\neq i\).

The oscillator state of Part 1 is the first excited state in the potential \(x^2/2\), with \(J=-\tfrac12x^2\), \(D=x\) and energy \(3/2\); there \(x\) is the particle's coordinate.

### Symbols and results carried over

The wave function is \(\Psi=e^JD\), with \(J=J_1+J_2+J_3\) built from the functions \(\chi(r_{iI})\), \(u(r_{ij})\) and \(f(r_{iI},r_{jI},r_{ij})\). Indices \(i,j\) label electrons and \(I\) labels centres; \(\mathbf r_{ij}=\mathbf r_i-\mathbf r_j\), and a hat denotes a unit vector. In atomic units,

\[
K_L=-\tfrac12\sum_i\Big[\nabla_i^2J+|\nabla_iJ|^2
+2\nabla_iJ\cdot\nabla_i\ln|D|
+\nabla_i^2\ln|D|+|\nabla_i\ln|D||^2\Big].
\]

A function of one distance has gradient \(g'\hat{\mathbf r}\) and Laplacian \(g''+2g'/r\). For \(f\), the gradient is (7) and the Laplacian is (8), with its mixed term \(2f_{13}\hat{\mathbf r}_{iI}\cdot\hat{\mathbf r}_{ij}\). What is still missing is the derivatives of \(\ln|D|\).

### Derivatives of a determinant

Begin with the electrons of one spin and the matrix \(A_{ik}=\varphi_k(\mathbf r_i)\). The orbitals depend on bare electron positions, so moving electron \(i\) changes row \(i\) alone. Expand the determinant along that row:

\[
D=\sum_kA_{ik}C_{ik}.
\]

The cofactors \(C_{ik}\) contain no element of row \(i\) and are constant under \(\nabla_i\). The inverse matrix has elements \((A^{-1})_{ki}=C_{ik}/D\). Therefore

\[
\nabla_i\ln|D|=\frac{\nabla_iD}{D}
=\sum_k\nabla\varphi_k(\mathbf r_i)(A^{-1})_{ki},
\tag{10}
\]

\[
\frac{\nabla_i^2D}{D}
=\sum_k\nabla^2\varphi_k(\mathbf r_i)(A^{-1})_{ki},
\qquad
\nabla_i^2\ln|D|=\frac{\nabla_i^2D}{D}-|\nabla_i\ln|D||^2 .
\tag{11}
\]

For a product \(D=D_\uparrow D_\downarrow\) the logarithms add, and each electron needs only the matrix of its own spin. With backflow, where orbital arguments depend on all electrons, equation (1) and the relations between the derivatives of \(\ln|D|\) and of \(D\) still hold, but the sums over a single row in (10) and (11) do not, because one move changes several rows.

**Limit.** Take two electrons with orbitals \(1\) and \(z\). Then \(D=z_2-z_1\), and the inverse element needed for electron 1 is \((A^{-1})_{21}=-1/(z_2-z_1)\). Equation (10) gives \(\partial_{z_1}\ln|D|=-1/(z_2-z_1)\), as direct differentiation does. Both orbital Laplacians vanish, so \(\nabla_1^2\ln|D|=-1/(z_2-z_1)^2\), and the squared gradient cancels it.

Using (11), the last two terms of (1) can be combined:

\[
K_L=-\tfrac12\sum_i\left[\nabla_i^2J+|\nabla_iJ|^2
+2\nabla_iJ\cdot\frac{\nabla_iD}{D}
+\frac{\nabla_i^2D}{D}\right].
\tag{12}
\]

Near a node this form avoids subtracting the two terms that grow as \(1/D^2\). The last two terms of (12) can still grow as \(1/D\).

### The terms depend on the division between J and D

Multiply every orbital by the same positive function \(e^{h(\mathbf r)}\). Row \(i\) acquires the factor \(e^{h(\mathbf r_i)}\), so \(\ln|D|\) grows by \(\sum_ih(\mathbf r_i)\). If the same sum is subtracted from \(J\), then \(\Psi\) is unchanged. The total \(K_L\) is unchanged as well, since it depends on \(J+\ln|D|\) alone, but the cross term and the separate squares in general change. The size of the cross term therefore describes a chosen factorization and is not a property of the state.

### Two electrons approaching each other

Let electrons \(i\) and \(j\) approach with separation \(\mathbf r=\mathbf r_i-\mathbf r_j\), while their midpoint \(\mathbf C\) and all other particles stay fixed and apart from them. Assume smooth orbitals, and a \(J_3\) that is smooth as \(r\to0\). The repulsion contributes \(+1/r\) to the local energy, so \(K_L\) must supply \(-1/r\).

The pair enters the Laplacian of \(J_2\) twice, which gives

\[
-\tfrac12\cdot2\left(u''+\frac{2u'}r\right)
\;\to\;-\frac{2u'(0)}r+\text{finite}.
\]

**Antiparallel spins.** In general \(D\neq0\) at contact, so \(\nabla_i\ln|D|\) is finite and the cross term has no \(1/r\) part. The condition is \(2u'(0)=1\), or

\[
u'_{\uparrow\downarrow}(0)=\tfrac12 .
\]

**Parallel spins.** Exchanging the two electrons reverses \(\mathbf r\) and the sign of \(D\). Hence \(D\) is odd in \(\mathbf r\):

\[
D=\mathbf a\cdot\mathbf r+O(r^3),
\]

where \(\mathbf a\) depends on \(\mathbf C\) and on the other electrons. Assume \(\mathbf a\cdot\hat{\mathbf r}\neq0\), so that the approach is not tangent to the node. The chain rule that led to (6) gives

\[
\nabla_i\ln|D|=\frac{\mathbf a}{\mathbf a\cdot\mathbf r}+O(1),
\qquad
\nabla_j\ln|D|=-\frac{\mathbf a}{\mathbf a\cdot\mathbf r}+O(1).
\]

The gradients of the pair function are \(u'\hat{\mathbf r}\) and \(-u'\hat{\mathbf r}\). The two minus signs for electron \(j\) multiply to plus, and the contributions add:

\[
-\tfrac12\cdot2\left(2u'\,
\frac{\hat{\mathbf r}\cdot\mathbf a}{\mathbf a\cdot\mathbf r}\right)
=-\frac{2u'}r .
\]

No other term contributes at order \(1/r\):

- The Laplacian of \(D\), summed over electrons, is odd in \(\mathbf r\) like \(D\) itself. It is of order \(r\), and its ratio to \(D\) is finite.
- The rest of \(J\) is even in \(\mathbf r\), because parallel electrons are treated alike. Its relative gradient is of order \(r\), which offsets the \(1/r\) in \(\nabla\ln|D|\).

The Laplacian and the cross term together give \(-4u'(0)/r\), and so

\[
u'_{\uparrow\uparrow}(0)=\tfrac14 .
\]

Half of the cancellation comes from the cross term. If it were omitted while the slope \(\tfrac14\) was kept, the local energy would retain \(+1/(2r)\) and be unbounded.

### Approaching a node

Treat all \(3N\) coordinates as one vector, with gradient \(\nabla\) and Laplacian \(\nabla^2\). At a regular node, \(D=0\) but \(\nabla D\neq0\). Move a small distance \(s\) along the unit normal \(\mathbf n=\nabla D/|\nabla D|\). Then \(D=|\nabla D|\,s+O(s^2)\), and

\[
|\nabla\ln|D||^2=\frac{|\nabla D|^2}{D^2}\to\frac1{s^2},
\qquad
\nabla^2\ln|D|=\frac{\nabla^2D}{D}-\frac{|\nabla D|^2}{D^2}\to-\frac1{s^2},
\]

to leading order. The inverse squares cancel in the sum. Equation (12) shows what is left:

\[
sK_L\to-\frac{\nabla^2D+2\nabla J\cdot\nabla D}{2|\nabla D|},
\tag{13}
\]

with the right side taken at the node. For an approximate wave function it is generally not zero. For an eigenstate with a finite potential at the node, \(K_L=E-V\) is finite and the numerator must vanish. The oscillator state of Part 1 obeys this, since \(D''=0\) and \(J'(0)=0\).

A remaining \(1/s\) divergence does not make the variance infinite at a regular node. There \(\Psi^2\) is proportional to \(s^2\), which compensates the \(1/s^2\) in \(K_L^2\).

### A model with four electrons

The model has two centres, \(A\) at \(z=-0.8\) Å and \(B\) at \(z=0.8\) Å, both on the \(z\) axis. Their potential is taken to be finite, so no nuclear cusp is needed. Both spins use the orbitals

\[
\varphi_A=e^{-0.8\,d_A^2},\qquad \varphi_B=e^{-1.2\,d_B^2},
\]

where \(d_A,d_B\) are distances from the centres in Å and the exponents are in Å\(^{-2}\). The electrons are at these positions, in Å:

- 1, up: \((0.3,\,0.2,\,-0.6)\)
- 2, up: \((-0.4,\,0.1,\,0.7)\)
- 3, down: \((0.1,\,-0.5,\,-0.9)\)
- 4, down: \((0.5,\,-0.3,\,0.6)\)

With lengths in Å, the Jastrow functions are

\[
\chi=0.4\,e^{-r^2},\qquad
u=\frac{cr}{1+r},\qquad
f=-0.1\,s^2e^{-(x^2+y^2)/w^2},\quad w=1.2 .
\]

The slope \(c\) is \(0.945\) Å\(^{-1}\) for antiparallel and \(0.472\) Å\(^{-1}\) for parallel spins. These are the values \(\tfrac12\) and \(\tfrac14\) per bohr derived above. The derivatives of \(u\) are \(u'=c/(1+r)^2\) and \(u''=-2c/(1+r)^3\). For \(f\), equation (8) becomes

\[
\nabla_i^2f=f\left[\frac{4x^2}{w^4}-\frac6{w^2}+\frac6{s^2}
-\frac{8x}{w^2s}\hat{\mathbf x}\cdot\hat{\mathbf s}\right].
\]

Since \(f\propto s^2\), this stays finite as \(s\to0\), and the cusp slopes are not disturbed. In these units the prefactor \(\tfrac12\) of (1) becomes \(\hbar^2/2m=3.810\) eV Å\(^2\).

**Electron 1, one-body gradient.** Its displacements from the centres are \((0.3,0.2,0.2)\) and \((0.3,0.2,-1.4)\), with squared lengths \(0.17\) and \(2.09\). As \(\chi'\hat{\mathbf r}=-2\chi\,\mathbf r\) here,

\[
\nabla_1J_1=-0.8\left[e^{-0.17}(0.3,0.2,0.2)
+e^{-2.09}(0.3,0.2,-1.4)\right]
=(-0.232,\,-0.155,\,0.004)\ \text{Å}^{-1}.
\]

The two centres nearly cancel along \(z\).

**Electron 1, determinant gradient.** For the up spins,

\[
A=\begin{pmatrix}0.8728&0.0814\\0.1443&0.8057\end{pmatrix},
\qquad \det A=0.6915 .
\]

The inverse elements for electron 1 are \(0.8057/0.6915=1.165\) and \(-0.1443/0.6915=-0.209\). With \(\nabla\varphi=-2\alpha\,\mathbf d\,\varphi\), where \(\alpha\) is the orbital exponent and \(\mathbf d\) the displacement from its centre, equation (10) gives

\[
\nabla_1\ln|D|=1.165(-0.419,-0.279,-0.279)
-0.209(-0.059,-0.039,0.274),
\]

which is \((-0.476,-0.317,-0.383)\) Å\(^{-1}\).

**Electron 1, cross term.** Equations (4) and (7) give the other two gradients in the same way:

\[
\nabla_1J_2=(0.0847,\,0.3351,\,-0.1156)\ \text{Å}^{-1},
\]

\[
\nabla_1J_3=(0.0114,\,-0.0972,\,0.0170)\ \text{Å}^{-1}.
\]

The sum of all three is \(\nabla_1J=(-0.136,0.083,-0.095)\) Å\(^{-1}\). Its scalar product with \(\nabla_1\ln|D|\) is

\[
0.0648-0.0264+0.0363=0.0747\ \text{Å}^{-2}.
\]

Multiplication by \(-2\times3.810\) eV Å\(^2\) gives \(-0.57\) eV from electron 1.

**All four electrons.** Each sum below includes the factor \(-\hbar^2/2m\) and is in eV; the pieces appear in the order \(J_1,J_2,J_3\).

- Laplacian of \(J\): \(22.09-6.90-2.69=12.50\)
- Squares of the separate Jastrow gradients: \(-1.63-2.27-0.10=-4.00\)
- Products \(J_1J_2\), \(J_1J_3\), \(J_2J_3\), with their factor 2: \(3.19-0.44+0.81=3.56\)
- Cross term with \(\ln|D|\): \(-9.49+7.29-0.97=-3.17\)
- Laplacian and square for \(\ln|D|\): \(93.44-16.92=76.52\)

The total is

\[
K_L=12.50-4.00+3.56-3.17+76.52=85.41\ \text{eV}=3.139\ \text{hartree}.
\]

Differentiating \(\Psi\) itself by sixth-order central differences, with a step of 0.005 Å, also gives \(85.41\) eV.

Without the cross term the result would be \(88.58\) eV, which is too high by 3.7% of the correct \(K_L\) at this configuration. That modest figure hides a cancellation: the one-body and two-body contributions are \(-9.49\) and \(+7.29\) eV. The products among the Jastrow pieces matter just as much here, since they reduce the magnitude of the squared-gradient term from \(4.00\) to \(0.44\) eV.

Two finer parts are also visible. Of the \(-2.27\) eV from \(|\nabla J_2|^2\), equal pairs give \(-1.54\) eV and different pairs \(-0.73\) eV, according to (5). The mixed derivative in (8) contributes \(-8.55\) eV to the Laplacian of \(J_3\). Without it that term would be \(+5.85\) eV instead of \(-2.69\) eV, with the wrong sign.

### The singular limits in the same model

For the coalescence limit, a pair is placed symmetrically about \((0.2,0.1,-0.3)\) Å along the direction \((1,2,2)/3\), with the other two electrons left in place. Each term is multiplied by \(r\) at \(r=2\times10^{-4}\) and \(10^{-4}\) Å and extrapolated linearly to \(r=0\). The coefficients of \(1/r\), in eV Å, are:

- Electrons 1 and 3, antiparallel: \(-14.40\) from the Laplacian of \(J_2\) and zero from its cross term.
- Electrons 1 and 2, parallel: \(-7.20\) from each.

Both totals cancel the repulsion, whose coefficient \(e^2/4\pi\varepsilon_0\) is \(14.40\) eV Å.

For the node, electron 1 is moved from its listed position parallel to \(z\) until a root search finds \(D=0\). The configuration is then displaced by \(s=0.01\) Å along the unit normal of the twelve-dimensional configuration space; since only the up determinant vanishes there, this normal moves the two up electrons and leaves the down electrons in place. The Laplacian of \(\ln|D|\) contributes \(+38187.6\) eV and its squared gradient \(-38127.9\) eV. Both are close in magnitude to \((\hbar^2/2m)/s^2=38100\) eV, but they add to only \(59.7\) eV. With the Jastrow terms included, \(K_L=97.5\) eV.

Equation (13), with \(\hbar^2/2m\) in place of \(\tfrac12\) and the derivatives at the node taken by central differences, predicts \(sK_L\to0.195\) eV Å. Extrapolating \(sK_L\) from \(s=10^{-3}\) and \(5\times10^{-4}\) Å gives the same value. At \(s=0.01\) Å this divergence accounts for about \(19.5\) eV of the \(97.5\) eV. The remaining \(78\) eV is the part that stays finite at the node, together with corrections that vanish with \(s\).

Numbers in the example were calculated in double precision.
